# The Highest Occupied Kohn–Sham Eigenvalue and the Ionization Energy: verification in Python

```python
# Result under test: the highest occupied Kohn-Sham eigenvalue eps_H equals -I,
# with I = E(N-1) - E(N), when the Kohn-Sham potential v_s vanishes at infinity.
# Model 1 (hartree atomic units): two electrons in one dimension,
#   v(x) = -3 sech(x)^2, repulsion w(u) = 2 exp(-u^2); n1, n2 are the densities
#   of the one- and two-electron ground states, omega mixes them.
# Model 2 (energies in units of the hopping): two-site Hubbard model, for which
#   the exact ensemble functional F[n] is found by a Legendre transform.
from functools import reduce
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar
from scipy.sparse.linalg import LinearOperator, eigsh

# ---------- Model 1: exact two-electron atom on a sinc grid ----------
depth, repulsion = 3.0, 2.0
h, half = 0.15, 100
x = h * np.arange(-half, half + 1)
size = x.size
gap = np.arange(size)[:, None] - np.arange(size)[None, :]
safe_gap = np.where(gap == 0, 1, gap)
sign = np.where(gap % 2 == 0, 1.0, -1.0)
T = np.where(gap == 0, np.pi**2 / 3, 2 * sign / safe_gap**2) / (2 * h**2)
v = -depth / np.cosh(x)**2
w = repulsion * np.exp(-(x[:, None] - x[None, :])**2)

one_body = T + np.diag(v)
levels, orbitals = np.linalg.eigh(one_body)
E1, ion = levels[0], orbitals[:, 0]
assert abs(E1 + 2.0) < 1e-8      # closed-form level of the sech^2 well


def apply_h2(vector):
    psi = vector.reshape(size, size)
    return (one_body @ psi + psi @ one_body + w * psi).ravel()


H2 = LinearOperator((size**2, size**2), matvec=apply_h2, dtype=float)
energy, vec = eigsh(H2, k=1, which='SA', ncv=60, tol=1e-13,
                    v0=np.outer(ion, ion).ravel())
E2, psi = energy[0], vec[:, 0].reshape(size, size)
I = E1 - E2
n1 = ion**2 / h
n2 = 2 * np.sum(psi**2, axis=1) / h
dyson2 = 2 * (psi @ ion)**2 / h  # squared Dyson amplitude, both spins summed
assert I > 0 and -E1 > I         # bound, and convex at one electron


def grid_index(position):
    return half + int(round(position / h))


x_far = 9.0
far = grid_index(x_far)
inside = np.abs(x) < x_far + 0.5 * h


def log_slope_and_curvature(n):
    """Return (ln sqrt n)' and (sqrt n)''/(2 sqrt n), eighth-order stencils."""
    g = 0.5 * np.log(n)
    first = np.zeros(size)
    second = -205 / 72 * g
    c1 = (4 / 5, -1 / 5, 4 / 105, -1 / 280)
    c2 = (8 / 5, -1 / 5, 8 / 315, -1 / 560)
    for k in range(1, 5):
        right, left = np.roll(g, -k), np.roll(g, k)
        first += c1[k - 1] * (right - left)
        second += c2[k - 1] * (right + left)
    first, second = first / h, second / h**2
    return first, 0.5 * (second + first**2)


def invert(n):
    """Kohn-Sham potential of one spatial orbital; eps is read from the tail."""
    slope, curvature = log_slope_and_curvature(n)
    eps = -0.5 * slope[far]**2
    return np.where(inside, curvature + eps, 0.0), eps


slope2, curvature2 = log_slope_and_curvature(n2)
vs2, eps_tail = invert(n2)
assert abs(eps_tail + I) < 1e-4
assert abs(vs2[far]) < 1e-3
# differential inequality (-1/2 d^2 + v + I) sqrt(n) <= 0
margin = (curvature2 - v - I)[inside]
assert margin.min() > -1e-4
# Dyson amplitude bounds the density from below and exhausts it far out
assert np.all(dyson2 <= n2 * (1 + 1e-9))
assert dyson2[far] / n2[far] > 0.999
# the inverted potential, diagonalized, returns -I and the exact density
ks_levels, ks_orbitals = np.linalg.eigh(T + np.diag(vs2))
ks_density = 2 * ks_orbitals[:, 0]**2 / h
density_error = np.max(np.abs(ks_density - n2))
assert abs(ks_levels[0] + I) < 1e-4
assert density_error < 1e-4

# fractional electron number 1 + omega: same tail exponent for every omega
mix_eps = {}
for omega in (0.25, 0.50, 0.75):
    mix_eps[omega] = invert((1 - omega) * n1 + omega * n2)[1]
    assert abs(mix_eps[omega] + I) < 1e-3


def orbital_kinetic(n):
    root = np.sqrt(n)
    return h * root @ T @ root


# additive constant of v_Hxc: energy change along the mixture against v_s - v
omega, step = 0.5, 1e-3
F1 = E1 - h * np.sum(v * n1)
F2 = E2 - h * np.sum(v * n2)
ts_plus = orbital_kinetic((1 - omega - step) * n1 + (omega + step) * n2)
ts_minus = orbital_kinetic((1 - omega + step) * n1 + (omega - step) * n2)
hxc_change = F2 - F1 - (ts_plus - ts_minus) / (2 * step)
vs_half = invert((1 - omega) * n1 + omega * n2)[0]
hxc_integral = h * np.sum((vs_half - v) * (n2 - n1))
assert abs(hxc_change - hxc_integral) < 1e-3

# ---------- Model 2: Hubbard dimer with the exact functional ----------
U = 4.0
site_v = np.array([-6.0, -4.0])
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
c = [reduce(np.kron, [parity] * k + [lower] + [np.eye(2)] * (3 - k))
     for k in range(4)]          # site 1 up, down, site 2 up, down
number = [a.T @ a for a in c]
site_n = [number[0] + number[1], number[2] + number[3]]
hop = -(c[0].T @ c[2] + c[1].T @ c[3])
hop = hop + hop.T
double = number[0] @ number[1] + number[2] @ number[3]
total = np.rint(np.diag(site_n[0] + site_n[1])).astype(int)
sectors = [np.where(total == M)[0] for M in range(5)]


def ground_states(potential, strength):
    """Lowest energy and its site densities for 0 to 4 electrons."""
    H = (hop + strength * double + potential[0] * site_n[0]
         + potential[1] * site_n[1])
    energies, densities = [], []
    for idx in sectors:
        val, vecs = np.linalg.eigh(H[np.ix_(idx, idx)])
        weight = vecs[:, 0]**2
        energies.append(val[0])
        densities.append([weight @ np.diag(s)[idx] for s in site_n])
    return np.array(energies), np.array(densities)


def ensemble_energy(N, energies):
    """Lowest mean energy at mean number N over mixtures of any two sectors."""
    return min(((b - N) * energies[a] + (N - a) * energies[b]) / (b - a)
               for a in range(5) for b in range(a + 1, 5) if a <= N <= b)


def universal(n, strength):
    """Exact ensemble functional as a Legendre transform."""
    def negative(d):
        energies = ground_states((d / 2, -d / 2), strength)[0]
        return -(ensemble_energy(n[0] + n[1], energies)
                 - 0.5 * d * (n[0] - n[1]))
    best = minimize_scalar(negative, bounds=(-30, 30), method='bounded',
                           options={'xatol': 1e-9})
    return -best.fun


def e_hxc(n):
    return universal(n, U) - universal(n, 0.0)


dimer_E, dimer_n = ground_states(site_v, U)
dimer_rows = []
for N in (1.25, 1.75, 2.50):
    M = int(N)
    frac = N - M
    chord = (1 - frac) * dimer_E[M] + frac * dimer_E[M + 1]
    assert abs(ensemble_energy(N, dimer_E) - chord) < 1e-10
    n = (1 - frac) * dimer_n[M] + frac * dimer_n[M + 1]
    v_hxc = np.array([(e_hxc(n + 1e-3 * e) - e_hxc(n - 1e-3 * e)) / 2e-3
                      for e in np.eye(2)])
    ks = np.diag(site_v + v_hxc) - np.array([[0.0, 1.0], [1.0, 0.0]])
    eps, orb = np.linalg.eigh(ks)
    occupation = np.array([min(N, 2.0), max(N - 2.0, 0.0)])
    assert np.max(np.abs(orb**2 @ occupation - n)) < 1e-4
    eps_homo = eps[0] if N < 2 else eps[1]
    assert abs(eps_homo - (dimer_E[M + 1] - dimer_E[M])) < 1e-4
    dimer_rows.append((N, eps_homo))


def mean_field(N):
    """Energy and HOMO of E_Hxc = (U/4) sum n_i^2, one orbital holding N."""
    def site_density(angle):
        return N * np.array([np.cos(angle)**2, np.sin(angle)**2])

    def total_energy(angle):
        n = site_density(angle)
        return -N * np.sin(2 * angle) + site_v @ n + U / 4 * (n @ n)
    best = minimize_scalar(total_energy, bounds=(0, np.pi / 2),
                           method='bounded', options={'xatol': 1e-10})
    field = site_v + U / 2 * site_density(best.x)
    matrix = np.diag(field) - np.array([[0.0, 1.0], [1.0, 0.0]])
    return best.fun, np.linalg.eigvalsh(matrix)[0]


mf_slope = (mean_field(1.501)[0] - mean_field(1.499)[0]) / 0.002
mf_eps_mid = mean_field(1.5)[1]
assert abs(mf_slope - mf_eps_mid) < 1e-5       # Janak without linearity
mf_difference = mean_field(2.0)[0] - mean_field(1.0)[0]
mf_eps_end = mean_field(2.0)[1]
nodes, weights = np.polynomial.legendre.leggauss(6)
mf_average = sum(0.5 * b * mean_field(1.5 + 0.5 * a)[1]
                 for a, b in zip(nodes, weights))
assert abs(mf_average - mf_difference) < 1e-5
assert abs(mf_eps_end - mf_difference) > 0.1   # curvature spoils eps_H = -I

# ---------- Output ----------
to_ev = physical_constants['Hartree energy in eV'][0]
print("ONE-DIMENSIONAL ATOM")
print(f"well depth {depth:.1f} hartree, repulsion {repulsion:.1f} hartree")
print(f"grid spacing {h:.2f} bohr, half-length {x[-1]:.1f} bohr")
print(f"E(1) = {E1:.6f} hartree")
print(f"E(2) = {E2:.6f} hartree")
print(f"I = E(1)-E(2) = {I:.6f} hartree = {I * to_ev:.4f} eV")
print(f"sqrt(2I) = {np.sqrt(2 * I):.6f} 1/bohr")
for position in (1.5, 3.0, 6.0, 9.0):
    k = grid_index(position)
    print(f"x = {position:.1f} bohr: -(ln sqrt n)' = {-slope2[k]:.6f} 1/bohr,"
          f" d0^2/n = {dyson2[k] / n2[k]:.6f}")
print(f"eps_H from tail at 9 bohr = {eps_tail:.6f} hartree")
print(f"eps_H from diagonalizing v_s = {ks_levels[0]:.6f} hartree")
print(f"largest density error of that orbital = {density_error:.1e} 1/bohr")
print(f"v(0) = {v[half]:.4f} hartree, v_s(0) = {vs2[half]:.4f} hartree")
print(f"v_s(9 bohr) = {vs2[far]:.1e} hartree")
print(f"smallest margin of the inequality = {margin.min():.1e} hartree")
print(f"largest margin of the inequality = {margin.max():.4f} hartree")
for omega_value, value in mix_eps.items():
    print(f"N = {1 + omega_value:.2f}: eps_H from tail = {value:.6f} hartree")
print(f"dE_Hxc/d omega at N = 1.5: {hxc_change:.5f} hartree")
print(f"integral of (v_s-v)(n2-n1): {hxc_integral:.5f} hartree")
print("HUBBARD DIMER (energies in units of the hopping)")
print(f"U = {U:.1f}, site energies {site_v[0]:.1f} and {site_v[1]:.1f}")
for M in range(5):
    print(f"E({M}) = {dimer_E[M]:.6f} hopping")
print(f"-I = E(2)-E(1) = {dimer_E[2] - dimer_E[1]:.6f} hopping")
print(f"-A = E(3)-E(2) = {dimer_E[3] - dimer_E[2]:.6f} hopping")
for N, value in dimer_rows:
    print(f"N = {N:.2f}: exact-functional eps_H = {value:.6f} hopping")
print(f"mean field, N = 1.5: dE/dN = {mf_slope:.6f} hopping")
print(f"mean field, N = 1.5: eps_H = {mf_eps_mid:.6f} hopping")
print(f"mean field, N = 2: eps_H = {mf_eps_end:.6f} hopping")
print(f"mean field: E(2)-E(1) = {mf_difference:.6f} hopping")
print(f"mean field: eps_H averaged over 1<N<2 = {mf_average:.6f} hopping")
print("all good")
```

Printed output:

```
ONE-DIMENSIONAL ATOM
well depth 3.0 hartree, repulsion 2.0 hartree
grid spacing 0.15 bohr, half-length 15.0 bohr
E(1) = -2.000000 hartree
E(2) = -2.808712 hartree
I = E(1)-E(2) = 0.808712 hartree = 22.0062 eV
sqrt(2I) = 1.271780 1/bohr
x = 1.5 bohr: -(ln sqrt n)' = 1.171760 1/bohr, d0^2/n = 0.954341
x = 3.0 bohr: -(ln sqrt n)' = 1.266206 1/bohr, d0^2/n = 0.993285
x = 6.0 bohr: -(ln sqrt n)' = 1.271780 1/bohr, d0^2/n = 0.999963
x = 9.0 bohr: -(ln sqrt n)' = 1.271780 1/bohr, d0^2/n = 1.000000
eps_H from tail at 9 bohr = -0.808713 hartree
eps_H from diagonalizing v_s = -0.808713 hartree
largest density error of that orbital = 6.2e-08 1/bohr
v(0) = -3.0000 hartree, v_s(0) = -1.4876 hartree
v_s(9 bohr) = -2.3e-08 hartree
smallest margin of the inequality = 1.2e-07 hartree
largest margin of the inequality = 1.5124 hartree
N = 1.25: eps_H from tail = -0.808724 hartree
N = 1.50: eps_H from tail = -0.808716 hartree
N = 1.75: eps_H from tail = -0.808714 hartree
dE_Hxc/d omega at N = 1.5: 1.04998 hartree
integral of (v_s-v)(n2-n1): 1.04997 hartree
HUBBARD DIMER (energies in units of the hopping)
U = 4.0, site energies -6.0 and -4.0
E(0) = 0.000000 hopping
E(1) = -6.414214 hopping
E(2) = -10.962389 hopping
E(3) = -12.414214 hopping
E(4) = -12.000000 hopping
-I = E(2)-E(1) = -4.548175 hopping
-A = E(3)-E(2) = -1.451825 hopping
N = 1.25: exact-functional eps_H = -4.548173 hopping
N = 1.75: exact-functional eps_H = -4.548176 hopping
N = 2.50: exact-functional eps_H = -1.451826 hopping
mean field, N = 1.5: dE/dN = -4.584469 hopping
mean field, N = 1.5: eps_H = -4.584469 hopping
mean field, N = 2: eps_H = -4.058171 hopping
mean field: E(2)-E(1) = -4.587973 hopping
mean field: eps_H averaged over 1<N<2 = -4.587973 hopping
all good
```
